# Magnetic energy error of ultrasoft pseudopotentials relative to PAW, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Hartree atomic units are used. The core is frozen, the spin is collinear ($\sigma=\uparrow,\downarrow$), and exchange and correlation are treated in the local spin-density approximation (Slater exchange, PW92 correlation). Formulas are written for one atomic sphere $\Omega$ of radius $r_c$; several atoms add a sum over spheres.

The two methods share the following objects. The all-electron partial waves $\phi_i$ are real solutions of $(T+v)\phi_i=\varepsilon_i\phi_i$, with $T=-\tfrac12\nabla^2$, in the self-consistent potential $v$ of a spherical, unpolarized reference atom. The smooth partial waves $\tilde\phi_i$ equal $\phi_i$ for $r\ge r_c$. The projectors $p_i$ vanish outside $\Omega$ and obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. Smooth orbitals $\tilde\psi_{n\sigma}$ with occupations $f_{n\sigma}$ give the smooth density $\tilde n_\sigma=\sum_n f_{n\sigma}|\tilde\psi_{n\sigma}|^2$ and the occupation matrix

$$\rho_{ij}^\sigma=\sum_n f_{n\sigma}\langle\tilde\psi_{n\sigma}|p_i\rangle\langle p_j|\tilde\psi_{n\sigma}\rangle .$$

Its value in the reference atom is $\rho^0$, the same for both spins, and $\delta\rho=\rho-\rho^0$.

The augmentation functions $\hat Q_{ij}(\mathbf r)$ vanish outside $\Omega$ and have the same multipole moments as $Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$. They may be $Q_{ij}$ itself or a smoothed ("pseudized") version. With

$$G_{ij}=\phi_i\phi_j,\qquad \tilde G_{ij}=\tilde\phi_i\tilde\phi_j+\hat Q_{ij},$$

the one-centre densities are $n^1_\sigma=\sum\rho^\sigma_{ij}G_{ij}$ and $\tilde n^1_\sigma+\hat n_\sigma=\sum\rho^\sigma_{ij}\tilde G_{ij}$, where $\hat n_\sigma=\sum\rho^\sigma_{ij}\hat Q_{ij}$. $G_{ij}$ and $\tilde G_{ij}$ have equal multipoles. The charges $q_{ij}=\int\hat Q_{ij}$ define the overlap $S=1+\sum|p_i\rangle q_{ij}\langle p_j|$, and both methods impose $\langle\tilde\psi_n|S|\tilde\psi_m\rangle=\delta_{nm}$. The true core density is $n_c$ and the partial core $\tilde n_c$, equal to $n_c$ outside $\Omega$ (the no-core row of the table below sets $\tilde n_c=0$ and is evaluated inside $\Omega$ only); each spin carries half. The potential of nucleus and core is $v_{\rm ion}$, and $\tilde v_{\rm loc}$ is a smooth potential equal to it outside $\Omega$. A density without spin index is the sum over spins, $(a|b)=\iint a(\mathbf r)b(\mathbf r')/|\mathbf r-\mathbf r'|$, and $E_H[a]=\tfrac12(a|a)$.

## The question

Given all these common ingredients, what term does the ultrasoft (US) energy omit, why does it hurt magnetic energies in particular, and how large is it for a 3d atom?

## The answer

### The mechanism

The PAW energy, in the form whose smooth exchange-correlation term sees the augmentation charge, is $E_{\rm PAW}=\tilde E+E^1-\tilde E^1$ with

$$\tilde E=\sum_{n\sigma} f_{n\sigma}\langle\tilde\psi|T|\tilde\psi\rangle+\int\tilde v_{\rm loc}(\tilde n+\hat n)+E_H[\tilde n+\hat n]+E_{xc}[\tilde n+\hat n+\tilde n_c],$$

$$E^1=\sum\rho^\sigma_{ij}T_{ij}+\int_\Omega v_{\rm ion}n^1+E_H[n^1]+E_{xc}[n^1+n_c],$$

$$\tilde E^1=\sum\rho^\sigma_{ij}\tilde T_{ij}+\int_\Omega\tilde v_{\rm loc}(\tilde n^1+\hat n)+E_H[\tilde n^1+\hat n]+E_{xc}[\tilde n^1+\hat n+\tilde n_c].$$

Here $T_{ij}=\langle\phi_i|T|\phi_j\rangle_\Omega$, $\tilde T_{ij}$ is the same with $\tilde\phi$, and all densities in $E^1$ and $\tilde E^1$ are cut off at $r_c$.

This sum is the frozen-core all-electron energy if the partial waves are complete in $\Omega$. Completeness means $\tilde\psi=\sum_i\tilde\phi_i\langle p_i|\tilde\psi\rangle$ inside the sphere, so that $\tilde n=\tilde n^1$ there, while the true density is $n^1$ inside and $\tilde n$ outside. The kinetic, local-potential and exchange-correlation terms are integrals of local quantities. The part of $\tilde E$ from inside $\Omega$ is cancelled by $\tilde E^1$ and replaced by $E^1$, and the outside part is already correct. For the Hartree term write $n=A+B$ with $A=\tilde n+\hat n$ and $B=n^1-\tilde n^1-\hat n$. $B$ lies in $\Omega$ and has no multipoles, so its potential vanishes outside $\Omega$, and in $(A|B)$ the density $A$ may be replaced by its inside value $A^1=\tilde n^1+\hat n$. Then

$$E_H[n]=E_H[A]+(A^1|B)+\tfrac12(B|B)=E_H[A]+E_H[A^1+B]-E_H[A^1],$$

and $A^1+B=n^1$. The shapes of $\hat Q_{ij}$ and $\tilde n_c$ therefore cancel out of the PAW energy at every $\rho$, because $\Delta E(\rho)=E^1-\tilde E^1$ is recomputed from the current occupations.

The ultrasoft energy has the same $\tilde E$ but no one-centre functional:

$$E_{\rm US}=\tilde E+\sum_{ij\sigma}D^{\rm ion}_{ij}\rho^\sigma_{ij},$$

with constants $D^{\rm ion}_{ij}$ fixed when the potential is generated. A linear function of $\rho$ stands where PAW has $\Delta E(\rho)$. The Hartree and exchange-correlation parts of $\Delta E$ are not linear, so the error made by the smooth shapes can be repaired only to first order.

### The linear coefficient is the slope of $\Delta E$

Varying $\tilde E$ with respect to $\tilde\psi^*$ acts on $\tilde n$ directly and on $\hat n$ through $\rho$. With $\tilde v_{\rm eff}=\tilde v_{\rm loc}+v_H[\tilde n+\hat n]+v_{xc}[\tilde n+\hat n+\tilde n_c]$ the US Hamiltonian is

$$H=T+\tilde v_{\rm eff}+\sum|p_i\rangle D_{ij}\langle p_j|,\qquad D_{ij}=D^{\rm ion}_{ij}+\int\tilde v_{\rm eff}\hat Q_{ij}.$$

Vanderbilt's construction demands $H\tilde\phi_j=\varepsilon_jS\tilde\phi_j$ in the reference atom. Using $\langle p_k|\tilde\phi_j\rangle=\delta_{kj}$ this reads $(T+\tilde v_{\rm eff}-\varepsilon_j)\tilde\phi_j+\sum_i p_i(D_{ij}-\varepsilon_jq_{ij})=0$. Projection on $\tilde\phi_i$ gives

$$D_{ij}=\langle\tilde\phi_i|\varepsilon_j-T-\tilde v_{\rm eff}|\tilde\phi_j\rangle_\Omega+\varepsilon_jq_{ij}.$$

The bracket may be limited to $\Omega$ because outside it $\tilde\phi_j=\phi_j$ and $\tilde v_{\rm eff}=v$ (equal densities, equal moments of the inner charge), so the integrand vanishes. Subtracting $\int\tilde v_{\rm eff}\hat Q_{ij}$ and collecting terms,

$$D^{\rm ion}_{ij}=\varepsilon_j\big[\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega+q_{ij}\big]-\tilde T_{ij}-\int_\Omega\tilde v_{\rm eff}\,\big(\tilde\phi_i\tilde\phi_j+\hat Q_{ij}\big).$$

The square bracket is $\langle\phi_i|\phi_j\rangle_\Omega$ by the definition of $q_{ij}$, and the eigenvalue equation of $\phi_j$ turns $\varepsilon_j\langle\phi_i|\phi_j\rangle_\Omega$ into $T_{ij}+\int_\Omega vG_{ij}$. Hence

$$D^{\rm ion}_{ij}=T_{ij}-\tilde T_{ij}+\int_\Omega vG_{ij}-\int_\Omega\tilde v_{\rm eff}\tilde G_{ij}.$$

The derivative of $\Delta E$ follows from the chain rule with $\partial n^1_\sigma/\partial\rho^\sigma_{ij}=G_{ij}$ and $\partial(\tilde n^1_\sigma+\hat n_\sigma)/\partial\rho^\sigma_{ij}=\tilde G_{ij}$:

$$\frac{\partial\Delta E}{\partial\rho^\sigma_{ij}}=T_{ij}-\tilde T_{ij}+\int_\Omega v^1_\sigma G_{ij}-\int_\Omega\tilde v^1_\sigma\tilde G_{ij},$$

where $v^1=v_{\rm ion}+v_H[n^1]+v_{xc}[n^1+n_c]$ and $\tilde v^1=\tilde v_{\rm loc}+v_H[\tilde n^1+\hat n]+v_{xc}[\tilde n^1+\hat n+\tilde n_c]$. At $\rho^0$ these differ from $v$ and $\tilde v_{\rm eff}$ only by the potential of the valence charge outside $r_c$. That charge is spherical and the same in both atoms, so inside $\Omega$ its potential is one constant $c$. It contributes $c\int(G_{ij}-\tilde G_{ij})=0$. Therefore

$$D^{\rm ion}_{ij}=\left.\frac{\partial\Delta E}{\partial\rho^\sigma_{ij}}\right|_{\rho^0},$$

and it is independent of $\sigma$ because the reference is unpolarized.

### The neglected term

For the same smooth orbitals $\tilde E$ cancels in the difference of the two energies. After removing the constant $\Delta E(\rho^0)-\sum D^{\rm ion}\rho^0$, which affects no energy difference at fixed composition,

$$E_{\rm PAW}-E_{\rm US}=R(\delta\rho)=\Delta E(\rho^0+\delta\rho)-\Delta E(\rho^0)-\sum D^{\rm ion}_{ij}\,\delta\rho^\sigma_{ij}.$$

This identity does not need completeness. $R$ is the remainder of a first-order Taylor expansion. The kinetic and local-potential terms are linear in $\rho$ and drop out. Differentiating the slope once more, with $f^{\sigma\sigma'}(n)=\partial^2e_{xc}/\partial n_\sigma\partial n_{\sigma'}$ the second derivative of the energy per volume,

$$R=\tfrac12\sum\delta\rho^\sigma_{ij}\,\big(K-\tilde K\big)^{\sigma\sigma'}_{ij,kl}\,\delta\rho^{\sigma'}_{kl}+O(\delta\rho^3),$$

$$K^{\sigma\sigma'}_{ij,kl}=(G_{ij}|G_{kl})+\int_\Omega G_{ij}\,f^{\sigma\sigma'}(n^1+n_c)\,G_{kl},$$

$$\tilde K^{\sigma\sigma'}_{ij,kl}=(\tilde G_{ij}|\tilde G_{kl})+\int_\Omega\tilde G_{ij}\,f^{\sigma\sigma'}(\tilde n^1+\hat n+\tilde n_c)\,\tilde G_{kl},$$

with the kernels evaluated at $\rho^0$. The Hartree part is exactly quadratic, since $E_H$ is a quadratic form. The higher orders all come from $E_{xc}$, so the term is quadratic only at leading order.

One limit shows where the error comes from. If $\hat Q_{ij}=Q_{ij}$, then $\tilde G_{ij}=G_{ij}$; if also $\tilde n_c=n_c$, the nonlinear parts of $E^1$ and $\tilde E^1$ are the same function of $\rho$, and $R=0$ to all orders, however soft $\tilde\phi_i$ is. The smooth waves enter $R$ only through the sum $\tilde G_{ij}$. The error comes from pseudizing the augmentation charge and the core, which is done because both must be represented on the grid of the smooth density. The statement that PAW does not err also has a limited sense: PAW is free of $R$, but keeps the frozen-core error and the error of an incomplete set of partial waves, which leaves $\tilde n\ne\tilde n^1$ in the sphere and makes the cancellation shown above imperfect.

### Spin polarization of a d shell

Let the d partial wave be $u(r)Y_{2\mu}/r$ with real harmonics, and let a moment $M$ be spread equally over the five orbitals: $\delta\rho^\uparrow_{\mu\mu}=-\delta\rho^\downarrow_{\mu\mu}=M/10$. Since $\sum_\mu Y_{2\mu}^2=5/4\pi$, the spin densities change by $\pm\tfrac M2\,u^2/4\pi r^2$, and the magnetization $m=n_\uparrow-n_\downarrow$ is

$$m(r)=M\,\frac{G_{dd}(r)}{4\pi r^2},\qquad\tilde m(r)=M\,\frac{\tilde G_{dd}(r)}{4\pi r^2},$$

where $G_{dd}=u^2$ and $\tilde G_{dd}$ are from now on radial functions (per bohr). Only the spherical component of the augmentation enters.

Three things follow from $\delta\rho^\uparrow=-\delta\rho^\downarrow$. The total density is unchanged, so the Hartree part of $R$ is zero. The linear term is zero because $D^{\rm ion}$ is the same for both spins. Exchanging the spin labels maps $M\to-M$ and leaves $E_{xc}$ unchanged, so $R$ is even in $M$. The ultrasoft constants $D^{\rm ion}$ thus carry no information about the response to $m$, and the magnetic energy inside the sphere is whatever $E_{xc}$ gives for the pseudized shapes.

With $n_{\uparrow,\downarrow}=(n\pm m)/2$ one has $\partial_m=\tfrac12(\partial_\uparrow-\partial_\downarrow)$, so

$$f_{mm}=\partial_m^2e_{xc}=\tfrac14\big(f^{\uparrow\uparrow}-2f^{\uparrow\downarrow}+f^{\downarrow\downarrow}\big).$$

For exchange, spin scaling gives $e_x=\tfrac12[e_x^0(2n_\uparrow)+e_x^0(2n_\downarrow)]$ with $e_x^0(n)=-\tfrac34(3/\pi)^{1/3}n^{4/3}$, that is $e_x=-\tfrac38(3/\pi)^{1/3}[(n+m)^{4/3}+(n-m)^{4/3}]$. Each term has second derivative $\tfrac43\cdot\tfrac13\,n^{-2/3}$ at $m=0$, and $-\tfrac38\cdot2\cdot\tfrac49=-\tfrac13$. For correlation, $e_c=n\,\epsilon_c(r_s,\zeta)$ with $\zeta=m/n$ and $\epsilon_c=\epsilon_c(r_s,0)+\tfrac12\alpha_c(r_s)\zeta^2+\dots$, which defines the spin stiffness $\alpha_c>0$; two derivatives with respect to $m$ give $n\,\alpha_c/n^2$. Together,

$$f_{mm}(n)=-\tfrac13\Big(\frac3\pi\Big)^{1/3}n^{-2/3}+\frac{\alpha_c(r_s)}{n}.$$

The second-order energy is $\tfrac12\int f_{mm}m^2\,4\pi r^2dr=\tfrac12M^2\int f_{mm}G_{dd}^2/(4\pi r^2)\,dr$. The Stoner integral is defined by writing it as $-IM^2/4$:

$$I=-2\int f_{mm}(n)\frac{G_{dd}^2}{4\pi r^2}\,dr,\qquad\tilde I=-2\int f_{mm}(\tilde n_{\rm tot})\frac{\tilde G_{dd}^2}{4\pi r^2}\,dr,$$

with $n=n^1+n_c$ and $\tilde n_{\rm tot}=\tilde n^1+\hat n+\tilde n_c$. Since $R$ is the all-electron term minus the pseudized one,

$$R(M)=-\tfrac14IM^2+\tfrac14\tilde IM^2+O(M^4)=\tfrac14(\tilde I-I)M^2+O(M^4).$$

The US method is a Stoner magnet with $\tilde I$ in place of $I$. Because $E_{\rm US}=E_{\rm PAW}-R$, a positive $\tilde I-I$ lowers the polarized state too much.

The sign can be fixed in one case. The numerical check below finds $f_{mm}<0$ and $|f_{mm}|$ falling with $n$ over the whole range of densities met in the sphere. If $\tilde G=G$ and $\tilde n_c\le n_c$ everywhere, the integrand of $\tilde I$ is at least that of $I$ at every radius, so $\tilde I>I$. Core electrons dilute the relative polarization $\zeta$; removing them exaggerates it. For a pseudized $\hat Q$ no such rule exists. To first order in the changes $\delta G$ and $\delta n$,

$$\tilde I-I\approx\int\frac{4|f_{mm}|\,G\,\delta G-2f_{mm}'\,\delta n\,G^2}{4\pi r^2}\,dr,$$

and $\delta G$ changes sign because $\int\delta G\,dr=0$. The expression shows that the sign is not fixed; it is not quantitative when $\delta G$ is comparable with $G$, where terms of higher order, among them the positive $2|f_{mm}|\,\delta G^2/4\pi r^2$, must be kept. Equal multipoles fix an integral linear in $\tilde G$, while $\tilde I$ is nonlinear in it, through the factor $\tilde G_{dd}^2$ and through the density in $f_{mm}$; conserving the charge does not protect the Stoner integral.

A polarized reference is not a general cure for magnetic energies. Suppose the $M$-dependent part of $\Delta E$ is $aM^2$ with $a=(\tilde I-I)/4$, and linearize about $M_0$ with spin-dependent constants. The remainder is $aM^2-aM_0^2-2aM_0(M-M_0)=a(M-M_0)^2$. The state $M_0$ is then exact, the state $M=0$ carries $aM_0^2$, and the difference between them has an error of the same size as before with the opposite sign. For a general linearization point $M_1$ the remainder is $a(M-M_1)^2$, and the difference of the remainders at $M_0$ and at $0$ is $a(M_0-M_1)^2-aM_1^2=aM_0(M_0-2M_1)$. It cancels at $M_1=M_0/2$, but only for that one value of $M_0$: each state still carries $aM_0^2/4$, the state $-M_0$ carries $9aM_0^2/4$, and the slope $2a(M-M_1)$ equals $\pm aM_0$ at the two states, so the moment is shifted and $M=0$ is no longer stationary. The energy of a polarized state relative to the unpolarized one compares two occupation matrices that lie far apart, and one linearization point cannot be close to both. Between two orderings with the same local $|M|$ on every atom, such as parallel and antiparallel moments, the even function $R$ of an unpolarized reference cancels at fixed orbitals. An error remains through any difference of the moments and through the relaxation derived next, which differs between orderings of different stiffness even when their PAW moments are equal.

The ultrasoft energy keeps only the part of the one-centre energy linear in the occupations, so for a polarized d shell it replaces the Stoner integral $I$ by $\tilde I$, with an error $R(M)=\tfrac14(\tilde I-I)M^2+O(M^4)$ at fixed orbitals. What remains is the effect of self-consistency and the size of the error in a manganese model.
